# Hydrogen-to-deuterium frequency ratio of a silicon-hydrogen oscillator: test program

```python
"""
Result under test: a free Si-H pair joined by a harmonic spring k has
    omega = sqrt(k/mu),  mu = m*M/(m+M),
so the H-to-D frequency ratio is sqrt(mu_D/mu_H), about 1.39, not sqrt(2).
Symbols: m = mass of H or D, M = mass of Si, k = Si-H spring constant,
K = Si-Si spring constant in a model chain, De = Morse well depth,
lam = 2*De/(hbar*omega) = Morse parameter (0->1 gap = hbar*omega*(1-1/lam)).
The ratio is tested against dynamical matrices; the anharmonic and lattice
corrections are tested against a grid Schroedinger solution and a long chain.
"""
import numpy as np
from scipy import constants as const

hbar, c, eV, kB = const.hbar, const.c, const.e, const.k
u = const.atomic_mass
m_e = const.m_e
mass = {
    "H": const.m_p + m_e,
    "D": const.physical_constants["deuteron mass"][0] + m_e,
}
M28, M30 = 27.97693 * u, 29.97377 * u     # silicon isotope masses (inputs)
k = 230.0                                 # N/m, rough Si-H stretch
K = 100.0                                 # N/m, rough Si-Si chain spring
De = 3.5 * eV                             # rough Si-H well depth
T = 300.0                                 # K


def reduced(m, M):
    return m * M / (m + M)


def wavenumber(omega):
    """Angular frequency in rad/s to wavenumber in 1/cm."""
    return omega / (2 * np.pi * c) / 100


def modes(hessian, masses):
    """Squared frequencies and mass-weighted eigenvectors."""
    root = np.sqrt(np.array(masses))
    return np.linalg.eigh(hessian / np.outer(root, root))


mu = {s: reduced(mass[s], M28) for s in mass}
omega = {s: np.sqrt(k / mu[s]) for s in mass}
ratio = np.sqrt(mu["D"] / mu["H"])
ratio_fixed = np.sqrt(mass["D"] / mass["H"])

# Free pair: diagonalize the two-atom problem for several spring constants
share, recoil = {}, {}
for spring in (150.0, k, 400.0):
    top = {}
    for s in mass:
        H2 = spring * np.array([[1.0, -1.0], [-1.0, 1.0]])
        w2, vec = modes(H2, [mass[s], M28])
        assert abs(w2[0]) < 1e-10 * w2[1]          # free translation
        top[s] = np.sqrt(w2[1])
        assert abs(top[s] / np.sqrt(spring / mu[s]) - 1) < 1e-10
        share[s] = vec[1, 1] ** 2                  # kinetic share of Si
        recoil[s] = (vec[1, 1] / np.sqrt(M28)) / (vec[0, 1] / np.sqrt(mass[s]))
        assert abs(share[s] - mass[s] / (mass[s] + M28)) < 1e-10
        assert abs(recoil[s] + mass[s] / M28) < 1e-10
    assert abs(top["H"] / top["D"] - ratio) < 1e-10
assert abs(ratio - 1.39) < 0.005

# Silicon held by a very stiff wall spring: the light mode gives sqrt(mD/mH)
held = {}
for s in mass:
    wall = 1e4 * k
    w2, _ = modes(np.array([[k, -k], [-k, k + wall]]), [mass[s], M28])
    held[s] = np.sqrt(w2[0])
ratio_held = held["H"] / held["D"]
assert abs(ratio_held - ratio_fixed) < 1e-5

# First-order recoil estimate; the next order is of size (m/M)^2
factor_first = 1 - (mass["D"] - mass["H"]) / (2 * M28)
ratio_first = ratio_fixed * factor_first
assert abs(ratio_first / ratio - 1) < (mass["D"] / M28) ** 2

# Morse curve: closed gap against a sinc-grid Schroedinger solution
a = np.sqrt(k / (2 * De))
x = np.linspace(-0.8e-10, 2.0e-10, 401)
dx = x[1] - x[0]
n = np.arange(x.size)
diff = n[:, None] - n[None, :]
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kin = np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2)
potential = De * (1 - np.exp(-a * x)) ** 2
lam, line, grid_line = {}, {}, {}
for s in mass:
    lam[s] = 2 * De / (hbar * omega[s])
    line[s] = omega[s] * (1 - 1 / lam[s])
    ham = hbar**2 / (2 * mu[s] * dx**2) * kin + np.diag(potential)
    levels = np.linalg.eigvalsh(ham / eV)
    grid_line[s] = (levels[1] - levels[0]) * eV / hbar
    assert abs(grid_line[s] / line[s] - 1) < 1e-6
ratio_line = line["H"] / line["D"]
assert abs(grid_line["H"] / grid_line["D"] - ratio_line) < 1e-5
assert ratio_line < ratio

# H or D at the end of a chain of 60 silicon atoms
n_si = 60
chain, shift_est, outside = {}, {}, {}
for s in mass:
    hess = np.zeros((n_si + 1, n_si + 1))
    for i in range(n_si):
        spring = k if i == 0 else K
        hess[i, i] += spring
        hess[i + 1, i + 1] += spring
        hess[i, i + 1] -= spring
        hess[i + 1, i] -= spring
    w2, vec = modes(hess, [mass[s]] + [M28] * n_si)
    chain[s] = np.sqrt(w2[-1])
    outside[s] = np.sum(vec[2:, -1] ** 2)
    shift_est[s] = 0.5 * (K / k) * (mu[s] / M28) ** 2
    shift = chain[s] / omega[s] - 1
    # the estimate omits terms of relative size K/(M*omega^2), a few percent
    assert abs(shift / shift_est[s] - 1) < 0.10
    assert outside[s] < 1e-3
ratio_chain = chain["H"] / chain["D"]
assert ratio_chain < ratio
band_top = 2 * np.sqrt(K / M28)
assert band_top < 0.5 * omega["D"]

ratio_30 = np.sqrt(reduced(mass["D"], M30) / reduced(mass["H"], M30))
shift_30 = wavenumber(np.sqrt(k / reduced(mass["H"], M30)) - omega["H"])
naive_D = wavenumber(omega["H"]) / np.sqrt(2)

print("INPUTS")
print(f"mass of H atom: {mass['H']/u:.5f} u")
print(f"mass of D atom: {mass['D']/u:.5f} u")
print(f"mass of Si-28, Si-30: {M28/u:.5f}, {M30/u:.5f} u")
print(f"Si-H spring k: {k:.0f} N/m; chain spring K: {K:.0f} N/m")
print(f"well depth De: {De/eV:.1f} eV; temperature: {T:.0f} K")
print("HARMONIC FREE PAIR")
for s in mass:
    print(f"reduced mass Si-{s}: {mu[s]/u:.5f} u")
    print(f"harmonic wavenumber Si-{s}: {wavenumber(omega[s]):.1f} cm^-1")
    print(f"harmonic quantum Si-{s}: {hbar*omega[s]/eV:.4f} eV")
    print(f"Si/{s} amplitude ratio: {recoil[s]:.4f}")
    print(f"Si share of kinetic energy, Si-{s}: {100*share[s]:.2f} %")
print(f"reduced-mass ratio mu_D/mu_H: {mu['D']/mu['H']:.4f}")
print(f"frequency ratio H/D: {ratio:.4f}")
print(f"ratio with masses 1, 2, 28: {np.sqrt(2*29/30):.4f}")
print(f"square root of two: {np.sqrt(2):.4f}")
print(f"sqrt(m_D/m_H), Si fixed: {ratio_fixed:.4f}")
print(f"same from stiff-wall diagonalization: {ratio_held:.4f}")
print(f"recoil factor, full: {ratio/ratio_fixed:.4f}")
print(f"recoil factor, first order: {factor_first:.4f}")
print(f"ratio from first-order factor: {ratio_first:.4f}")
print(f"Si-D wavenumber if sqrt(2) is used: {naive_D:.1f} cm^-1")
print(f"error of that value: {naive_D-wavenumber(omega['D']):.1f} cm^-1")
print("ANHARMONICITY (MORSE)")
print(f"Morse range parameter a: {a*1e-9:.2f} nm^-1")
for s in mass:
    print(f"lambda Si-{s}: {lam[s]:.2f}; 1/lambda: {1/lam[s]:.5f}")
    print(f"0->1 line Si-{s}, formula: {wavenumber(line[s]):.1f} cm^-1")
    print(f"0->1 line Si-{s}, grid: {wavenumber(grid_line[s]):.1f} cm^-1")
print(f"ratio of 0->1 lines: {ratio_line:.4f}")
print(f"change from harmonic ratio: {ratio_line-ratio:.4f}")
print("SILICON CHAIN, ISOTOPE, TEMPERATURE")
print(f"top of chain band: {wavenumber(band_top):.0f} cm^-1")
for s in mass:
    up = wavenumber(chain[s] - omega[s])
    est = wavenumber(omega[s] * shift_est[s])
    print(f"chain shift Si-{s}: {up:.2f} cm^-1; estimate: {est:.2f} cm^-1")
    print(f"kinetic share outside Si-{s} pair: {outside[s]:.1e}")
print(f"ratio in chain: {ratio_chain:.4f}")
print(f"change from free-pair ratio: {ratio_chain-ratio:.4f}")
print(f"ratio with Si-30: {ratio_30:.4f}")
print(f"Si-H shift, Si-28 to Si-30: {shift_30:.2f} cm^-1")
for s in mass:
    boltz = np.exp(-hbar * line[s] / (kB * T))
    print(f"population n1/n0 of Si-{s} at {T:.0f} K: {boltz:.1e}")
print("all good")
```

Output:

```
INPUTS
mass of H atom: 1.00783 u
mass of D atom: 2.01410 u
mass of Si-28, Si-30: 27.97693, 29.97377 u
Si-H spring k: 230 N/m; chain spring K: 100 N/m
well depth De: 3.5 eV; temperature: 300 K
HARMONIC FREE PAIR
reduced mass Si-H: 0.97278 u
harmonic wavenumber Si-H: 2003.2 cm^-1
harmonic quantum Si-H: 0.2484 eV
Si/H amplitude ratio: -0.0360
Si share of kinetic energy, Si-H: 3.48 %
reduced mass Si-D: 1.87884 u
harmonic wavenumber Si-D: 1441.4 cm^-1
harmonic quantum Si-D: 0.1787 eV
Si/D amplitude ratio: -0.0720
Si share of kinetic energy, Si-D: 6.72 %
reduced-mass ratio mu_D/mu_H: 1.9314
frequency ratio H/D: 1.3898
ratio with masses 1, 2, 28: 1.3904
square root of two: 1.4142
sqrt(m_D/m_H), Si fixed: 1.4137
same from stiff-wall diagonalization: 1.4137
recoil factor, full: 0.9831
recoil factor, first order: 0.9820
ratio from first-order factor: 1.3882
Si-D wavenumber if sqrt(2) is used: 1416.5 cm^-1
error of that value: -24.9 cm^-1
ANHARMONICITY (MORSE)
Morse range parameter a: 14.32 nm^-1
lambda Si-H: 28.18; 1/lambda: 0.03548
0->1 line Si-H, formula: 1932.2 cm^-1
0->1 line Si-H, grid: 1932.2 cm^-1
lambda Si-D: 39.17; 1/lambda: 0.02553
0->1 line Si-D, formula: 1404.6 cm^-1
0->1 line Si-D, grid: 1404.6 cm^-1
ratio of 0->1 lines: 1.3756
change from harmonic ratio: -0.0142
SILICON CHAIN, ISOTOPE, TEMPERATURE
top of chain band: 493 cm^-1
chain shift Si-H: 0.54 cm^-1; estimate: 0.53 cm^-1
kinetic share outside Si-H pair: 8.7e-06
chain shift Si-D: 1.50 cm^-1; estimate: 1.41 cm^-1
kinetic share outside Si-D pair: 6.8e-05
ratio in chain: 1.3887
change from free-pair ratio: -0.0011
ratio with Si-30: 1.3913
Si-H shift, Si-28 to Si-30: -2.32 cm^-1
population n1/n0 of Si-H at 300 K: 9.5e-05
population n1/n0 of Si-D at 300 K: 1.2e-03
all good
```
